# Why Direct and Wind Forces Sum to Zero in Neutral Conductors

## What symmetry fixes, and what it leaves open

Let a uniform conductor contain $n$ electrons of charge $-e$ per unit volume, and let a uniform mean field $\mathbf E$ drive a steady current. Consider the total field-induced force per unit volume on all ions, $\mathbf f$. In an isotropic conductor $\mathbf E$ supplies the only preferred direction, so $\mathbf f$ is parallel to it. The product $neE$ has the dimension of force per volume. To first order in the field, therefore,

$$\mathbf f=C\,ne\mathbf E ,$$

where $C$ is a pure number. In an anisotropic crystal $C$ becomes a tensor. Symmetry does not give its value: $C$ could still depend on ratios such as the mean free path over the electron wavelength.

Momentum balance gives $C=0$. The field exerts no net force on a neutral body. If the electrons gather no momentum on average, they pass on to the ions all the momentum they receive from the field, and this offsets the field's pull on the ions. Both derivations below make this statement precise.

Ion $j$, whether host or defect, has bare charge $Z_je$. Core electrons may be counted with their ion if they move rigidly with it. The direct force is $Z_je\mathbf E$. The wind force $\mathbf F_j^{\rm w}$ is the whole field-induced change in the force that electrons exert on ion $j$. It thus includes screening as well as momentum transferred by scattering.

## First derivation: the momentum of all electrons

Bend the conductor into a large ring, so that it has no ends, and describe the field by a uniform vector potential along the ring, $\mathbf E=-d\mathbf A/dt$. The terms of the Hamiltonian that involve the $N$ electrons are

$$H=\sum_{i=1}^{N}\frac{(\mathbf p_i+e\mathbf A)^2}{2m}+V_{ee}+V_{ei}.$$

Here $V_{ee}$ depends on differences $\mathbf r_i-\mathbf r_l$ of electron positions, and $V_{ei}$ on differences $\mathbf r_i-\mathbf R_j$ between electron and ion positions. The ions may vibrate. Magnetic forces between moving charges are left out.

The kinetic momentum of the electrons is $\boldsymbol\Pi=\sum_i(\mathbf p_i+e\mathbf A)$. It commutes with the kinetic energy because $\mathbf A$ is uniform. Its explicit time dependence contributes $Ne\,d\mathbf A/dt=-Ne\mathbf E$, and its commutator with the potentials gives minus their gradients:

$$\frac{d\boldsymbol\Pi}{dt}=-Ne\mathbf E-\sum_i\frac{\partial V_{ee}}{\partial\mathbf r_i}-\sum_i\frac{\partial V_{ei}}{\partial\mathbf r_i}.$$

The second term vanishes, since moving all electrons together leaves $V_{ee}$ unchanged. Likewise, moving all electrons and ions together leaves $V_{ei}$ unchanged, so

$$\sum_i\frac{\partial V_{ei}}{\partial\mathbf r_i}+\sum_j\frac{\partial V_{ei}}{\partial\mathbf R_j}=0.$$

The electronic force on ion $j$ is $\mathbf F_j^{\rm el}=-\partial V_{ei}/\partial\mathbf R_j$. Hence $\sum_j\mathbf F_j^{\rm el}=\sum_i\partial V_{ei}/\partial\mathbf r_i$, and the balance becomes

$$\sum_j\mathbf F_j^{\rm el}=-Ne\mathbf E-\frac{d\boldsymbol\Pi}{dt}.$$

Take expectation values and average over a time $T$, denoted by a bar:

$$\sum_j\overline{\mathbf F_j^{\rm el}}=-Ne\mathbf E-\frac{\boldsymbol\Pi(T)-\boldsymbol\Pi(0)}{T}.$$

In a steady state the electron momentum stays bounded, so the last term tends to zero as $T$ grows. Joule heat may leave through a bath, provided that the bath acts on the ions and takes no momentum directly from the electrons.

With $\mathbf E=0$ the same equation says that the equilibrium electronic forces sum to zero. Subtracting them gives the wind total, $\sum_j\mathbf F_j^{\rm w}=-Ne\mathbf E$. Adding the direct forces gives

$$\sum_j\left(Z_je\mathbf E+\mathbf F_j^{\rm w}\right)=\Big(\sum_jZ_j-N\Big)e\mathbf E=0,$$

where the last equality is neutrality. Forces between ions cancel in pairs and do not alter the sum.

For a segment of an open wire, the electron momentum also changes by the momentum flux through the two ends, including stress carried by interactions across them. In a uniform conductor the average fluxes at the two ends are equal, and the result is the same. Near a contact or a change of composition they can differ, and the segment can then feel a net force.

A small quantum calculation checks the balance equation, including its momentum term. Two interacting electrons move on a ring of circumference 8 bohr with two ions, whose potential wells are 0.7 and 1.2 hartree deep. A field of 0.05 atomic units acts for 60 atomic units of time. Ion forces are found by displacing the ions. Relative to the impulse $NeET$, the ions receive $-0.977$ from the electrons and the electron momentum changes by $-0.023$. The balance closes to $5\times10^{-9}$ of that impulse. The split-step propagation preserves it at any time step, so this closure checks the force bookkeeping rather than convergence; a finer grid and step leave the quoted fractions unchanged. The direct and wind impulses thus differ by 2.3% at this stopping time, and the difference is the momentum change. This ring has no bath, so it never reaches a steady state. The difference oscillates with the stopping time. As the electrons absorb energy from the field it swings between about 3 and 11% for runs of 120 to 240 atomic units, and is 8.6% at both ends of that range, instead of falling as $1/T$. The run tests the identity and illustrates why bounded electron momentum is a real condition.

## Second derivation: scattering of a shifted Fermi sea

Now take free electrons in a uniform positive background, with dilute, independent, spherical defects of density $n_a$ for kind $a$. This route also shows where the wind force lands.

A broad electron beam of unit density and velocity $\mathbf v$ meets one defect. Scattering into solid angle $d\Omega'$ occurs at the rate $v\,\sigma_a(\theta)\,d\Omega'$, where $\sigma_a(\theta)$ is the differential cross section. Each event gives the defect momentum $m(\mathbf v-\mathbf v')$. Elasticity keeps $v'=v$, and the components of $\mathbf v'$ across the beam average to zero. The force is therefore

$$\mathbf F=mv\mathbf v\,\sigma_a^{\rm tr},\qquad \sigma_a^{\rm tr}=\int\sigma_a(\theta)(1-\cos\theta)\,d\Omega'.$$

In the steady uniform state the occupation $f(\mathbf k)$ obeys

$$-\frac{e}{\hbar}\mathbf E\cdot\frac{\partial f}{\partial\mathbf k}=\mathcal C[f].$$

Write $f=f_0+f_1$, with $f_0(\varepsilon)$ the Fermi function and $f_1$ of first order in $\mathbf E$. Since $\partial f_0/\partial\mathbf k=\hbar\mathbf v f_0'$, where $f_0'=df_0/d\varepsilon$, the left side becomes $-e\mathbf E\cdot\mathbf v f_0'$. In elastic scattering the exclusion factors combine as $f(1-f')-f'(1-f)=f-f'$ (here $f'$ is the occupation of the scattered state), so that

$$\mathcal C[f_1]=\sum_a n_av\int\sigma_a(\theta)\,[f_1(\mathbf k')-f_1(\mathbf k)]\,d\Omega'.$$

Try $f_1=e\tau\,\mathbf E\cdot\mathbf v f_0'$, with $\tau$ a function of energy. The angular integral turns $\mathbf v'-\mathbf v$ into $-\sigma_a^{\rm tr}\mathbf v$. Thus $\mathcal C[f_1]=-f_1/\tau$ if

$$\frac1\tau=\sum_a n_av\sigma_a^{\rm tr},$$

and the equation is satisfied. Because $f_0'<0$, states moving against $\mathbf E$ are the ones overfilled, as negative charge requires.

The force on one defect is the beam force summed over occupied states, with a factor 2 for spin:

$$\mathbf F_a=2\int\frac{d^3k}{(2\pi)^3}f_1\,mv\mathbf v\,\sigma_a^{\rm tr}.$$

The equilibrium part $f_0$ drops out by symmetry. Multiply by $n_a$ and sum over kinds. The cross sections combine into $1/\tau$, which cancels the $\tau$ in $f_1$:

$$\sum_an_a\mathbf F_a=2\int\frac{d^3k}{(2\pi)^3}\,e(\mathbf E\cdot\mathbf v)\,m\mathbf v f_0'
=\frac{me\mathbf E}{3}\,2\int\frac{d^3k}{(2\pi)^3}v^2f_0'.$$

Use $\mathbf vf_0'=\hbar^{-1}\partial f_0/\partial\mathbf k$ and integrate by parts. Since $\mathbf v=\hbar\mathbf k/m$ has divergence $3\hbar/m$ in $\mathbf k$ space,

$$2\int\frac{d^3k}{(2\pi)^3}v^2f_0'=-\frac1\hbar\,\frac{3\hbar}{m}\,2\int\frac{d^3k}{(2\pi)^3}f_0=-\frac{3n}{m}.$$

Hence $\sum_an_a\mathbf F_a=-ne\mathbf E$. The direct forces on background and defects add to $+ne\mathbf E$ by neutrality, and the sum is again zero.

Thermal vibrations add another receiver of momentum. Multiply the steady equation by $2\hbar\mathbf k$ and integrate over $\mathbf k$. Integration by parts turns the left side into $+ne\mathbf E$, which is therefore the momentum that electrons gain in all collisions. Displaced ions and defects together receive $-ne\mathbf E$. With independent mechanisms of rates $1/\tau_a$ at the Fermi surface, and a thermal energy far below the Fermi energy, mechanism $a$ carries the share $\tau/\tau_a$ of the wind force. For one defect this gives

$$\mathbf F_a=-n\lambda\sigma_a^{\rm tr}\,e\mathbf E,\qquad \lambda=v_F\tau,$$

with $v_F$ the Fermi velocity and $\lambda$ the mean free path.

## The share taken by a perfect lattice

In a crystal, host ions at their lattice sites also receive a wind force. Take one band in one dimension, with velocity $v_k=\hbar^{-1}d\varepsilon/dk$ and $1/m_k^*=\hbar^{-2}d^2\varepsilon/dk^2$. Between collisions a weak field gives $\hbar\,dk/dt=-eE$, so the true momentum changes at the rate

$$m\frac{dv_k}{dt}=-eE\,\frac{m}{m_k^*}.$$

The field supplies $-eE$. The remainder goes to the host: $-eE(1-m/m_k^*)$ per electron.

Let collisions relax $f$ towards $f_0$ in a time $\tau$. The steady equation is $(eE/\hbar)\,df/dk=(f-f_0)/\tau$, and collisions give the ions

$$\sum_k mv_k\frac{f-f_0}{\tau}=\frac{eE}{\hbar}\sum_kmv_k\frac{df}{dk}=-eE\sum_k f\,\frac{m}{m_k^*}.$$

The first step uses the steady equation. The second is integration by parts over the periodic band. The two channels add to $-eE$ per electron.

If $m_k^*=m$, collisions carry everything, as in the free-electron derivation. If the band is full, the sum of $1/m_k^*$ over the band vanishes by periodicity, there is no current, and the host receives the whole $-eE$ per electron. This is the static screening part of the wind force.

For a lowest band about half filled (chemical potential at the band energy of $k=\pi/8$ bohr$^{-1}$, halfway to the zone boundary), with lattice period 4 bohr, potential Fourier coefficient 0.10 hartree, thermal energy 0.02 hartree and $eE\tau=0.05\,\hbar$/bohr, the host share is 0.119 and the collision share 0.881. This value of $eE\tau$ is beyond linear response; for a weak field the shares are 0.103 and 0.897. The lattice force was computed from the field's mixing of bands. It agreed with $1-m/m_k^*$ from the band curvature to $9\times10^{-6}$, in units of $eE$. The collision share need not act on the defect nucleus alone, since neighbouring host ions take part in a collision.

## A worked interconnect example

Consider a free-electron metal with 50 sites/nm³ and host valence 2. Of the sites, 0.5% hold impurities of valence 3 and 0.25% impurities of valence 1. There are $2+0.005-0.0025=2.0025$ electrons per site, or 100.1 nm⁻³. Phonons contribute a resistivity of 2.5 µΩ cm at 378 K through isotropic, nearly elastic scattering. The current density is 2 MA/cm².

Each impurity is a screened Coulomb potential of excess charge $+1$ or $-1$. Its screening constant is set by the Friedel sum rule, which makes the displaced electron charge equal the excess charge. For valence 3 this count includes an s state bound by only about 2 meV. Its decay length of 4 nm exceeds the 1.6 nm spacing of these impurities, so they are independent scatterers only for electrons well above the band bottom, such as those at the Fermi surface. The mean-field model assigns the force of the scattered electrons on the screening cloud to its impurity. The Fermi wave number is taken from the full density of 100.1 nm⁻³, so the excess electrons, 0.12% of the total, are counted both in the Fermi sea and in the clouds. With the host density of 100 nm⁻³ the cross sections move by about 0.1%, and the scattering wind falls short of the direct total by 0.12%, which equals the field's pull on the clouds. The transport cross sections are 0.0409 nm² for valence 3 and 0.0130 nm² for valence 1. In the Born approximation equal and opposite excess charges with the same screening would scatter equally, and stronger screening would scatter less. With the present screening constants the Born values are 0.019 nm² for valence 3 and 0.034 nm² for valence 1. Valence 3 is the more strongly screened and yet scatters more, so the difference comes from beyond that approximation.

The total resistivity is 3.20 µΩ cm. The field is

$$E=(3.20\times10^{-6}\ \Omega\,\text{cm})(2\times10^6\ \text{A/cm}^2)=6.40\ \text{V/cm},$$

which means $eE=0.640$ µeV/nm. Averages per lattice site, in µeV/nm, are:

| Contribution | Force |
|---|---:|
| direct, host ions | $+1.270$ |
| direct, impurities | $+0.011$ |
| wind, valence-3 impurities | $-0.242$ |
| wind, valence-1 impurities | $-0.038$ |
| wind, thermally displaced ions | $-1.001$ |

The first entry is $2(0.9925)(0.640)$. The last is the share $2.5/3.20=0.78$ of the total wind force. The direct forces add to 1.281 and the wind forces to $-1.281$.

In the numerical solution behind the table, impurity forces came from the potential gradient weighted by the scattered waves, while the electron distribution came from angular cross sections. The imbalance was $4\times10^{-10}$ of the direct total, and $2\times10^{-9}$ with phonons removed. The first figure is the second times the impurity share 0.22, because the phonon term balances by construction. This is therefore one test: the force from the potential gradient matches the transport cross section, for a Fermi sea that holds all the electrons.

The zero total hides large individual forces. With $\lambda=18.425$ nm, and extra digits kept in the other factors to limit rounding, the wind on one valence-3 impurity is

$$-(100.12)(18.425)(0.04094)\,eE\approx-75.5\,eE.$$

Adding the direct $3eE$ gives $-72.5\,eE$, or $-46.4$ µeV/nm. For valence 1 the result is $-23.0\,eE$, or $-14.7$ µeV/nm. These figures omit the impurity's own part of the thermal wind, which averages about $-1.6\,eE$ per site. They also omit the field's pull on the screening cloud. Giving it to the impurity would change them to about $-73.5\,eE$ and $-22.0\,eE$, so this choice alone shifts them by about $eE$. The shape of the potential can matter far more. A square well filling the atomic sphere (radius 0.17 nm) and obeying the same Friedel rule gives 0.0074 nm² and about $-13\,eE$ for valence 3, and 0.0109 nm² and about $-23\,eE$ for valence 1. They belong to the free-electron model with screened Coulomb impurities and are not effective valences for a real metal, where band structure and the atom's position along its jump path change the force. Atoms can therefore migrate relative to the lattice while the electrical forces on the conductor as a whole sum to zero.

These values are meant to lie roughly in the regime of a narrow on-chip line in service; the impurity content is chosen to make its share visible. Real lines most clearly break the neglect of walls and grain boundaries. For a film 40 nm thick with one pair of completely diffuse walls, let $c$ be the cosine of the angle between an electron's path and the wall normal. The fraction of bulk drift momentum carried in $dc$ is $\tfrac32(1-c^2)dc$. An electron leaves a wall without drift and recovers the fraction $1-e^{-z/(\lambda c)}$ at distance $z$. The loss, averaged over thickness $w$, is the share taken by the walls:

$$W=\int_0^1\frac32(1-c^2)\frac{\lambda c}{w}\left(1-e^{-w/(\lambda c)}\right)dc=0.168.$$

The flux of drift momentum into both walls gives the same integral, because electrons arrive with normal speed $v_Fc$. This uses a single relaxation time; keeping the angular dependence of the impurity scattering lowers $W$ by about 0.001. Bulk ions keep 0.832. At fixed current the field would rise by the factor $1/0.832=1.20$, to about 7.7 V/cm. A second pair of diffuse walls adds to this: for a line 40 nm by 40 nm the wall share is 0.29, or 0.41 for $\lambda=30$ nm. Grain boundaries are not included. For the film, omitting the wall ions would leave an apparent imbalance of 17% of the direct force. The share grows with $\lambda/w$: for $\lambda=30$ nm, roughly that of copper at this temperature, the same integral gives $W=0.25$.

Switching the current on in 100 ps breaks the steady state. The electrons then retain momentum at the rate $mv_d/t_r$ each, where $v_d$ is the final drift speed and $t_r$ the rise time. Since $mv_d=eE\tau$ and $\tau=11$ fs, the imbalance is $\tau/t_r=1.1\times10^{-4}$ of the final direct force. Corrections for repeated scattering, of rough size $1/(k_F\lambda)=0.004$ with $k_F$ the Fermi wave number and the full mean free path, or 0.0008 with the 84 nm path set by the impurities alone, change the shares but not the zero total. Other neglected effects are smaller: thermal smearing $(k_BT/E_F)^2\approx2\times10^{-5}$, field nonlinearity $eE\lambda/E_F\approx1.5\times10^{-6}$, and a magnetic pinch force of about $5\times10^{-7}$ of the electric force.

## What each derivation assumes

The first derivation uses neutrality, a uniform field, translation-invariant interactions and bounded electron momentum. It does not require weak scattering, independent electrons or a linear response. In return, it says nothing about the force on a particular ion.

The second adds free-electron dynamics, dilute independent scatterers and first order in the field. It yields the force on each defect, and its zero total depends on neither the size nor the energy dependence of the cross sections.

The second also fails in a crystal unless the share of the lattice is added. Some circumstances remove the zero total in both. Net charge leaves the force $(\sum_jZ_j-N)e\mathbf E$. A changing current leaves $-d\boldsymbol\Pi/dt$. If electrons lose momentum directly to a body outside the conductor, such as charges in an adjacent insulator, the sum over the conductor's own ions is not zero until the force on that body is included.

## Values computed for the example and the checks

```
Microscopic ring test (atomic-unit model)
momentum-balance mismatch / supplied impulse: 4.6455e-09
electron impulse on ions / supplied impulse: -0.97718
electron momentum change / supplied impulse: -0.022824
Crystal model: shares of total wind force
host share between collisions: 0.11928
share transferred in collisions: 0.88072
largest lattice-force vs curvature mismatch: 8.6832e-06
Interconnect example: inputs
site density: 50 nm^-3
host valence: 2
valence-3 impurity fraction: 0.5 %
valence-1 impurity fraction: 0.25 %
phonon resistivity: 2.5 micro-ohm cm
current density: 2 MA/cm2
temperature: 378 K
line width: 40 nm
current rise time: 100 ps
Interconnect example: intermediate values
electrons per site: 2.0025
electron density: 100.12 nm^-3
Fermi wave number: 14.366 nm^-1
Fermi energy: 7.8626 eV
valence-3 screening constant: 22.187 nm^-1
valence-3 transport cross section: 0.04094 nm2
valence-1 screening constant: 16.572 nm^-1
valence-1 transport cross section: 0.013012 nm2
total resistivity: 3.1992 micro-ohm cm
electric field: 6.3983 V/cm
relaxation time: 11.079 fs
mean free path: 18.425 nm
drift speed: 1.2467 m/s
Forces averaged per lattice site
direct on host ions: 1.2701 micro-eV/nm
direct on impurities: 0.011197 micro-eV/nm
wind on valence-3 impurities: -0.24161 micro-eV/nm
wind on valence-1 impurities: -0.038396 micro-eV/nm
wind on thermally displaced ions: -1.0012 micro-eV/nm
total force / total direct force: 3.8046e-10
same ratio with defects only: 1.7409e-09
Force on one impurity: direct plus its own scattering
valence-3 force: -46.403 micro-eV/nm
valence-3 force / eE: -72.525
valence-1 force: -14.719 micro-eV/nm
valence-1 force / eE: -23.004
Sizes of neglected effects
wind share on one pair of diffuse walls: 0.16795
wind share left in the film bulk: 0.83205
ramp imbalance, tau / rise time: 0.00011079
thermal smearing, (kT/E_F)^2: 1.7163e-05
multiple scattering, 1/(k_F path): 0.0037782
field nonlinearity, eE path/E_F: 1.4993e-06
magnetic pinch force / electric force: 4.8972e-07
```
